# Why densified glass suppresses oxygen more than helium: an elastic doorway model

Silica glass lets helium through easily and oxygen with difficulty. If the glass is made a few per cent denser, both gases pass more slowly, but their losses need not be equal. A molecule moving through the network must squeeze through narrow openings between larger cages, and densification narrows these doorways for every gas alike. Why, then, should the same small narrowing cost oxygen more than helium?

That oxygen has the higher barrier does not answer the question. What matters is how much each barrier rises when the doorway shrinks, which is a question about a derivative.

## The elastic barrier

Let the relaxed doorway be a spherical cavity of radius \(a\) in an infinite, isotropic elastic medium of shear modulus \(G\). The molecule is a rigid, neutral, unreactive sphere of effective radius \(r>a\). At the top of the barrier it has opened the cavity from \(a\) to \(r\), and the barrier \(E\) is the elastic energy stored in the glass. Changes in the dispersion attraction between molecule and glass are left out.

For a purely radial displacement \(u(R)\), equilibrium in linear elasticity makes \(\nabla\cdot\mathbf u\) constant. Hence \(u=AR+B/R^2\). The displacement must vanish far away, so \(A=0\), and \(u(a)=r-a\) gives \(B=(r-a)a^2\). The strains are

\[
e_{RR}=\frac{du}{dR}=-\frac{2B}{R^3},\qquad
e_{\theta\theta}=e_{\phi\phi}=\frac{u}{R}=\frac{B}{R^3}.
\]

Their sum is zero. The glass is sheared but not compressed, so the bulk modulus plays no part. The energy density is \(G(e_{RR}^2+2e_{\theta\theta}^2)=6GB^2/R^6\), and

\[
E=\int_a^\infty \frac{6GB^2}{R^6}\,4\pi R^2\,dR
=\frac{8\pi GB^2}{a^3}=8\pi G\,a\,(r-a)^2 .
\]

At fixed \(a\) the barrier is quadratic in the misfit \(r-a\).

## The derivative that decides the comparison

Define \(s=-\partial E/\partial a\) at fixed \(r\) and \(G\), so that a positive \(s\) means that narrowing raises the barrier. The product rule gives

\[
s=16\pi G\,a(r-a)-8\pi G(r-a)^2 .
\]

The first term is the cost of a growing misfit. The second has the opposite sign because, for a given misfit, a smaller cavity stores less energy. Taking out the common factor,

\[
s=8\pi G(r-a)\,[2a-(r-a)]=8\pi G(r-a)(3a-r).
\]

For two molecules with \(r_1<r_2\), expand \((r-a)(3a-r)=-r^2+4ar-3a^2\) and subtract:

\[
\begin{aligned}
s_2-s_1&=8\pi G\,[4a(r_2-r_1)-(r_2^2-r_1^2)]\\
&=8\pi G(r_2-r_1)(4a-r_1-r_2).
\end{aligned}
\]

In this linear model the larger molecule therefore has the larger slope if \(r_1+r_2<4a\), and the smaller slope if \(r_1+r_2>4a\). Quadratic growth with misfit does not settle the matter by itself, because the coefficient of the quadratic also depends on \(a\).

A cylindrical tunnel of fixed depth removes that complication. Its displacement is \(u=(r-a)a/R\), with radial and hoop strains \(\mp(r-a)a/R^2\). The energy per unit length is

\[
\int_a^\infty 2G\frac{(r-a)^2a^2}{R^4}\,2\pi R\,dR
=4\pi G(r-a)^2a^2\,\frac{1}{2a^2}=2\pi G(r-a)^2 ,
\]

and its slope, \(4\pi G(r-a)\), is proportional to the misfit. A larger molecule is then more sensitive without further conditions.

The tunnel also shows which feature of the law matters. Suppose the barrier were \(C(r-a)^n\) with constant \(C\). The slope would be \(nC(r-a)^{n-1}\). For \(n=1\) it is the same for every molecule, and narrowing would not discriminate between gases, however different their barriers. Discrimination in favour of the smaller molecule needs growth faster than linear; linear elasticity supplies \(n=2\).

## Absolute and fractional changes

Dividing the spherical slope by the barrier gives

\[
-\frac{\partial\ln E}{\partial a}=\frac{3a-r}{a(r-a)}=\frac{2}{r-a}-\frac1a ,
\]

which falls as \(r\) grows. The smaller molecule has the larger fractional rise, since a given narrowing is a larger part of its small misfit. Thermally activated passage, however, depends on the absolute rise: a rise \(\Delta E\) multiplies the rate by \(\exp(-\Delta E/kT)\), whatever the original barrier was.

It remains to show that this factor governs transport. Consider steady permeation, the flux driven through the glass by a fixed difference of gas pressure. Let cage \(i\) have a small occupation \(n_i\) and energy \(\varepsilon_i\), and let the doorway between cages \(i\) and \(i+1\) have energy \(E_i\), all energies being measured from the gas. With a common attempt rate \(\nu\), the net flux is

\[
J=\nu e^{-E_i/kT}(z_i-z_{i+1}),\qquad z_i=n_i e^{\varepsilon_i/kT}.
\]

In steady state \(J\) is the same at every doorway. Multiply by \(e^{E_i/kT}\) and sum over the chain; the intermediate \(z_i\) cancel in pairs:

\[
J=\frac{\nu(z_{\rm in}-z_{\rm out})}{\sum_i e^{E_i/kT}} .
\]

The end values are fixed by the gas pressures. The cage energies have dropped out: a deeper cage holds more molecules but releases each one more slowly. For equal doorways, \(J\propto e^{-E/kT}\). Permeation, the product of solubility and diffusivity, is also what controls the growth of a thick thermal oxide when oxygen supply is the slow step.

## What densification does

Let \(x\) be the density divided by its initial value. Densification is modelled by moving the centres of the oxygen atoms around a doorway affinely, while their radius \(b\) stays fixed. The distance from doorway centre to atom centre, initially \(a+b\), scales as \(x^{-1/3}\), so

\[
a(x)=(a+b)x^{-1/3}-b,\qquad
\left.\frac{da}{d\ln x}\right|_{x=1}=-\frac{a+b}{3}.
\]

The open space takes up the whole contraction, and the doorway shrinks by a larger fraction than the network does.

A denser glass is also taken to be stiffer, with \(G\propto x^g\). Since \(E\) is proportional to \(G\), the chain rule gives

\[
\left.\frac{dE}{d\ln x}\right|_{x=1}=gE+\frac{a+b}{3}\,s .
\]

The two causes are distinct. Narrowing acts through the slope \(s\); stiffening acts through the barrier \(E\) itself. For \(g>0\), stiffening penalizes the molecule with the higher barrier even where narrowing would not discriminate.

## Numbers for a silica-like glass

Take \(G=31\) GPa, \(a=0.080\) nm, \(b=0.135\) nm and \(g=1.5\). The effective radii are 0.105 nm for helium and 0.135 nm for oxygen. Their sum, 0.240 nm, is below \(4a=0.320\) nm, so the condition holds. For oxygen,

\[
E=\frac{8\pi(31\times10^9)(0.080\times10^{-9})(0.055\times10^{-9})^2}{1.602\times10^{-19}}\ \text{eV}=1.18\ \text{eV}.
\]

For helium the misfit is 0.025 nm and the barrier 0.243 eV. The barrier ratio is \((0.055/0.025)^2=4.84\), but the slope ratio is much smaller:

\[
\frac{s_{\rm O_2}}{s_{\rm He}}=\frac{0.055\times0.105}{0.025\times0.135}=1.71 .
\]

The slopes are 28.1 and 16.4 eV/nm. The fractional slopes have the opposite order, 23.9 per nm for oxygen and 67.5 per nm for helium.

Now make the glass 3% denser and hold both gases at 1073 K, where \(kT=0.0925\) eV. The doorway narrows by 0.00211 nm. Multiplying by the slopes predicts rises of 0.059 eV for oxygen and 0.035 eV for helium; the full expression gives 0.0585 and 0.0352 eV. Stiffening, evaluated at the narrowed doorway, adds 0.0560 eV for oxygen and 0.0126 eV for helium. The permeation factors are

\[
\begin{aligned}
\text{O}_2:&\quad e^{-0.1145/0.0925}=0.290,\\
\text{He}:&\quad e^{-0.0478/0.0925}=0.596 .
\end{aligned}
\]

Helium keeps about 60% of its permeation and oxygen about 29%, so the selectivity for helium over oxygen rises by a factor of 2.06.

Narrowing alone would raise it by 1.29. Of the 0.067 eV difference between the two total rises, narrowing supplies 0.023 eV and stiffening 0.043 eV. For these parameters, then, doorway narrowing is the smaller part of the discrimination, although it is the larger part of the rise for each gas (only just for oxygen, where stiffening takes the lead once \(g\) exceeds about 1.57). Quadratic misfit energy enters both parts, but differently: to first order in the density change, stiffening weights the gases by their initial barriers, in the ratio 4.84, and narrowing by their initial slopes, in the ratio 1.71.

Equal temperature is essential to the comparison. With the same barrier rise, helium at 300 K has a permeation factor of 0.157, a stronger suppression than that of oxygen at 1073 K.

## Does the reversal survive large strain?

The linear model predicts that the order of the slopes reverses if the doorway is narrower than \(0.240/4=0.060\) nm. It even gives a negative slope when \(r>3a\). These predictions lie at large strain, where the linear theory has no firm basis. Even in the example, oxygen stretches the doorway by 69%.

A solvable finite-strain model gives one example of what large strain can change. Let the medium be incompressible and neo-Hookean, with energy density \(\tfrac G2 f\), where \(f\) is the sum of the squared principal stretches minus 3. A shell initially at \(R\) moves to \(y\), with \(y^3=R^3+r^3-a^3\). Its hoop stretch is \(t=y/R\), and incompressibility makes its radial stretch \(t^{-2}\). Thus \(f=t^{-4}+2t^2-3\) and

\[
E=2\pi G\int_a^\infty f\,R^2\,dR .
\]

Write \(c=r^3-a^3\) and \(\lambda=r/a\). Then \(R^3=c/(t^3-1)\), so \(R^2dR=-c\,t^2dt/(t^3-1)^2\), and \(t\) runs from \(\lambda\) at the cavity to 1 far away:

\[
E=2\pi Gc\int_1^\lambda\frac{f\,t^2}{(t^3-1)^2}\,dt .
\]

Integrate by parts, using \(t^2/(t^3-1)^2=-\tfrac13\,\frac{d}{dt}(t^3-1)^{-1}\). The boundary term vanishes at \(t=1\), where \(f\) is of second order in \(t-1\). Moreover \(f'=4t-4t^{-5}=4(t^3-1)(t^3+1)/t^5\), which cancels the denominator:

\[
\begin{aligned}
E&=\frac{2\pi Gc}{3}\left[-\frac{f(\lambda)}{\lambda^3-1}+4\int_1^\lambda(t^{-2}+t^{-5})\,dt\right]\\
&=\frac{2\pi Ga^3}{3}\left[(\lambda^3-1)\left(5-\frac4\lambda-\frac1{\lambda^4}\right)-f(\lambda)\right]\\
&=2\pi Ga^3\left(\frac{5\lambda^3}{3}-2\lambda^2+\frac1\lambda-\frac23\right).
\end{aligned}
\]

The second line uses \(c=a^3(\lambda^3-1)\). For \(\lambda=1+\epsilon\), the constant and linear terms in the last bracket cancel and \(4\epsilon^2\) remains. This gives \(8\pi Ga^3\epsilon^2=8\pi Ga(r-a)^2\), the linear result.

To differentiate at fixed \(r\), restore \(a\):

\[
E=2\pi G\left(\frac{5r^3}{3}-2ar^2+\frac{a^4}{r}-\frac{2a^3}{3}\right),
\]

\[
s=-\frac{\partial E}{\partial a}=4\pi G\left(r^2+a^2-\frac{2a^3}{r}\right).
\]

This slope is zero at \(r=a\), and \(\partial s/\partial r=4\pi G(2r+2a^3/r^2)\) is positive. In this medium the larger molecule has the larger slope for every pair with \(r>a\). The reversal is thus not a general property of elastic doorways; it disappears when large strain is treated in this way.

For the example, the slopes become 41.4 eV/nm for oxygen and 18.7 eV/nm for helium, a ratio of 2.22. The oxygen barrier becomes 1.39 eV, and the selectivity gain rises from 2.06 to 2.99. With respect to the treatment of strain, the order of the gases is sturdier than the size of the effect.

## The model beside real silica

The shear modulus is close to that of fused silica, and a density increase of a few per cent is of the kind found in thermal oxides grown at low temperature. The effective radii are smaller than gas-collision radii. They were chosen to place the barriers in the rough range known for permeation in silica, about 1.2 eV for oxygen and a few tenths of an eV for helium, so the barriers are not predictions. The exponent \(g\) is an assumed value, and the result depends strongly on it: the linear selectivity gain is 1.29 for \(g=0\) and 3.36 for \(g=3\), and it falls below 1 for \(g\) below about \(-0.8\) (about \(-1.4\) at finite strain). A positive \(g\) suits permanently densified glass. Silica compressed elastically at low pressure softens in shear, and the order found here need not hold for it. The doorway is of atomic size, so treating the glass around it as an elastic continuum is an idealization. Real silica deforms largely by bending the bonds between its tetrahedra and is not neo-Hookean. The change from 2.06 to 2.99 is therefore not an error bound. Part of it comes from the higher finite-strain barriers: if the radii are refitted to keep the original barriers, the gain is 2.54. The density is held fixed here, whereas a densified glass can relax on heating.

Other departures change the size of the effect but, over the ranges tried here, not the order of the gases:

- **Unequal doorways.** For a normal spread of radii with standard deviation 0.005 nm, doorways in parallel give factors of 0.635 for helium and 0.307 for oxygen; doorways in series give 0.571 and 0.291. The order is unchanged.
- **Oxygen's shape.** An oxygen molecule is not a sphere. Effective radii of 0.125 and 0.145 nm give linear slope ratios of 1.53 and 1.83, and selectivity gains of 1.59 and 2.70.
- **Warm glass.** If \(G\) is 10% higher at temperature, the selectivity gain is 2.21.
- **Tunnelling.** For a sinusoidal barrier of period 0.5 nm, the leading Wigner correction to the helium rate is 0.10% at 1073 K and 1.25% at 300 K.

Diffusivity alone behaves somewhat differently from permeation. A smaller cage makes a molecule try its doorways more often, in inverse proportion to the volume open to its centre. For a cage of radius 0.170 nm that shrinks by the same rule as the doorway, this raises the diffusivity prefactor by 1.152 for helium and 1.307 for oxygen. The selectivity gain in diffusivity is then \(2.06\times1.152/1.307\approx1.8\). The solubility is directly proportional to the same open volume, so in permeation, the product of the two, the effect cancels.

The remaining values are in the numerical output below.

## Computed values

```
Shear modulus 31.0 GPa; stiffening exponent g 1.5
Doorway radius 0.080 nm; oxygen radius b 0.135 nm
Density ratio 1.03; temperature 1073 K; kT 0.0925 eV
Sum of radii 0.240 nm; 4a 0.320 nm
Doorway radius after densification 0.07789 nm
Doorway narrowing 0.00211 nm
Shear modulus after densification 32.41 GPa
He: radius 0.105 nm, misfit 0.025 nm, r/a 1.3125
He: linear barrier 0.243 eV, slope 16.41 eV/nm
He: fractional slope 67.5 per nm
He: rise from narrowing alone 0.0352 eV
He: added by stiffening 0.0126 eV
He: total barrier rise 0.0478 eV
He: permeation factor at 1073 K 0.596
He: finite-strain barrier 0.260 eV, slope 18.66 eV/nm
He: finite-strain total rise 0.0540 eV
O2: radius 0.135 nm, misfit 0.055 nm, r/a 1.6875
O2: linear barrier 1.177 eV, slope 28.08 eV/nm
O2: fractional slope 23.9 per nm
O2: rise from narrowing alone 0.0585 eV
O2: added by stiffening 0.0560 eV
O2: total barrier rise 0.1145 eV
O2: permeation factor at 1073 K 0.290
O2: finite-strain barrier 1.394 eV, slope 41.43 eV/nm
O2: finite-strain total rise 0.1552 eV
Barrier ratio O2/He 4.84
Slope ratio O2/He, spherical doorway 1.71
Slope ratio O2/He, fixed-depth tunnel 2.20
Slope ratio O2/He, finite strain 2.22
He/O2 selectivity gain, narrowing alone 1.29
He/O2 selectivity gain, total 2.06
He/O2 selectivity gain, finite strain 2.99
Doorway spread (standard deviation) 0.005 nm
Spread, parallel: factor He 0.635, O2 0.307
Spread, series: factor He 0.571, O2 0.291
Slope ratio for O2 radius 0.125 and 0.145 nm: 1.53, 1.83
Selectivity gain with G 10% higher 2.21
He tunnelling correction, jump 0.5 nm: 0.10% at 1073 K, 1.25% at 300 K
Cage radius 0.170 nm; diffusivity prefactor gain He 1.152, O2 1.307
Selectivity gain in diffusivity 1.81
He permeation factor at 300 K 0.157
```
